# Klein duality of the Kitaev–Heisenberg model: stripy and zigzag order

## Definitions and conventions

Spins of length $S$ sit on the honeycomb lattice. Each site has three bonds, one of each type $\gamma=x,y,z$. With $\hbar=1$, the Hamiltonian is

$$H(J,K)=\sum_{\langle ij\rangle_\gamma}\left[J\,\mathbf S_i\cdot\mathbf S_j+K\,S_i^\gamma S_j^\gamma\right].$$

Each bond is counted once, and positive $J$ is antiferromagnetic. For a given $\gamma$, the other two components are called $\alpha$ and $\beta$.

The cell $(m,n)$ contains sites $A$ and $B$. Site $A(m,n)$ is joined to $B(m,n)$ by a $z$ bond, to $B(m-1,n)$ by an $x$ bond and to $B(m,n-1)$ by a $y$ bond. The translations $\mathbf a_1,\mathbf a_2$ raise $m,n$ by one.

In a stripy state, spins are parallel on one bond type and antiparallel on the other two. In a zigzag state these relations are reversed. A Néel state has opposite spins on $A$ and $B$.

The condition $K=-2J$ describes two points, which differ in the sign of $J$. For $J>0$, the stripy state is an exact ferromagnet in rotated spins. For $J<0$, the rotated model is a Heisenberg antiferromagnet, and zigzag order is the image of Néel order. Two derivations follow.

## First derivation: rotate the spins

Give every site a label from $\{e,x,y,z\}$, with the multiplication rules

$$x^2=y^2=z^2=e,\qquad xy=yx=z,$$

and cyclic permutations of the second rule. This is the Klein four-group. Start with $e$ on one site, and multiply the label by $\gamma$ whenever a $\gamma$ bond is crossed.

The labels must not depend on the path. A hexagon contains each bond type twice, so its product is $x^2y^2z^2=e$. Every closed path on the infinite lattice is built from hexagons, so the labelling is consistent.

Now leave spins labelled $e$ alone, and rotate a spin labelled $l$ by $\pi$ about axis $l$:

$$U=\prod_{i:\,l_i\ne e}\exp(-i\pi S_i^{l_i}).$$

A rotation by $\pi$ keeps the component along its axis and reverses the other two. Hence

$$U S_i^a U^\dagger=\varepsilon_i^a S_i^a,\qquad
\varepsilon_i^a=\begin{cases}+1,&l_i=e\text{ or }a,\\-1,&\text{otherwise.}\end{cases}$$

The ends of a $\gamma$ bond carry either the labels $(e,\gamma)$ or $(\alpha,\beta)$, in some order. In the first case one spin is unchanged and the other reverses its $\alpha,\beta$ components. In the second case both spins reverse $\gamma$, while just one reverses $\alpha$ and just one reverses $\beta$. Both cases give

$$\varepsilon_i^\gamma\varepsilon_j^\gamma=1,\qquad
\varepsilon_i^\alpha\varepsilon_j^\alpha=\varepsilon_i^\beta\varepsilon_j^\beta=-1.$$

The bond energy therefore becomes

$$\begin{aligned}
&-J(S_i^\alpha S_j^\alpha+S_i^\beta S_j^\beta)+(J+K)S_i^\gamma S_j^\gamma\\
&\qquad=-J\,\mathbf S_i\cdot\mathbf S_j+(K+2J)S_i^\gamma S_j^\gamma.
\end{aligned}$$

The extra $2J$ appears because $-J\,\mathbf S_i\cdot\mathbf S_j$ contains $-JS_i^\gamma S_j^\gamma$, whereas the coefficient needed is $J+K$. Summing over bonds gives

$$\boxed{U H(J,K)U^\dagger=H(-J,K+2J).}$$

A second application gives $(J,\,K+2J-2J)=(J,K)$. The fixed points have $J=0$: there $U$ is a symmetry of the pure Kitaev model.

### The stripy point

Set $K=-2J$ with $J>0$. The rotated Hamiltonian is $-J\sum\mathbf S_i\cdot\mathbf S_j$. For one bond, let $j_{\rm tot}$ be the total spin of the pair. Then

$$\mathbf S_i\cdot\mathbf S_j=\tfrac12\left[j_{\rm tot}(j_{\rm tot}+1)-2S(S+1)\right].$$

Its largest value occurs at $j_{\rm tot}=2S$:

$$\tfrac12[2S(2S+1)-2S(S+1)]=S^2.$$

No bond energy can lie below $-JS^2$, and the fully polarized state $|F\rangle$ reaches this value on every bond. It is therefore a ground state. There are $3N/2$ bonds for $N$ sites, so

$$\frac{E_0}{N}=-\frac{3JS^2}{2}.$$

To count the ground states on a connected finite cluster that admits the labels, write each spin $S$ as $2S$ symmetrized spins one-half. A ground state needs $j_{\rm tot}=2S$ on every bond, which makes it symmetric under exchange of constituents across each bond. Connectivity extends this symmetry to all constituents. The total rotated spin is then $NS$, with $2NS+1$ states.

In the original spins, the state is $U^\dagger|F\rangle$. For polarization along $z$, its moments are $S\varepsilon_i^z\hat{\mathbf z}$. They are equal across $z$ bonds and opposite across $x$ and $y$ bonds, which is the stripy pattern. Polarization along $x$ or $y$ gives the other two stripy domains.

A general polarization $\mathbf n$ gives a noncollinear state with four moment directions, $(\varepsilon^x n_x,\varepsilon^y n_y,\varepsilon^z n_z)$. Each component is positive for two labels and negative for two, so the four moments add to zero. The collinear stripy states are thus members of a larger degenerate multiplet.

### The zigzag point

Set $K=-2J$ with $J<0$. The rotated Hamiltonian is now $|J|\sum\mathbf S_i\cdot\mathbf S_j$. A Néel pattern $\eta_i=\pm1$ along $z$ becomes $\eta_i\varepsilon_i^z$ in the original spins. Since $\eta$ changes sign on every bond, the product changes sign on $z$ bonds and keeps its sign on $x$ and $y$ bonds. This is zigzag order.

The unitary map also relates the correlated states: any Néel correlation in the Heisenberg model equals the corresponding zigzag correlation. It does not make the zigzag product state an eigenstate, because the Néel product state is not one. Nor can this point be turned into the ferromagnet by reversing all spins on $B$. That operation changes the sign of the spin commutators, so it is not unitary.

## Second derivation: ask for a hidden symmetry

This route begins without a rotation and without choosing $K$. Let $J\ne0$, and look for conserved sums

$$Q^a=\sum_i p_i^a S_i^a$$

with real, nonzero $p_i^a$. Let $(a,b,c)$ be a cyclic order of $(x,y,z)$, and write one bond as $\sum_d g_dS_i^dS_j^d$. Here $g_\gamma=J+K$, and the other two couplings equal $J$. Using $[S^b,S^a]=-iS^c$ and $[S^c,S^a]=iS^b$, its commutator with $pS_i^a+qS_j^a$ is

$$i(g_cp-g_bq)S_i^bS_j^c+i(g_cq-g_bp)S_i^cS_j^b.$$

Terms from different bonds are linearly independent, so both brackets must vanish on each bond:

$$g_cp=g_bq,\qquad g_cq=g_bp.$$

Multiplying the first equation by $g_c$ and using the second gives $g_c^2p=g_b^2p$. Hence $g_c^2=g_b^2$.

If $a=\gamma$, both couplings are $J$, and $p=q$. If $a\ne\gamma$, one is $J$ and the other $J+K$, so

$$(J+K)^2=J^2\quad\Longrightarrow\quad K=0\ \text{ or }\ K=-2J.$$

The first solution is the ordinary Heisenberg model. In the second, $J+K=-J$ and therefore $q=-p$. The coefficient $p^a$ keeps its sign on $a$ bonds and changes it on the other two types. A hexagon has four such changes, an even number, so the pattern closes.

Choose all three coefficients to be $+1$ on one site, and call the resulting signs $\varepsilon_i^a$. On crossing any bond, two of the three signs change. Their product therefore stays $+1$ everywhere. Define $T_i^a=\varepsilon_i^aS_i^a$. For cyclic $(a,b,c)$,

$$[T_i^a,T_i^b]=i\varepsilon_i^a\varepsilon_i^bS_i^c
=i\varepsilon_i^cS_i^c=iT_i^c,$$

where $\varepsilon^a\varepsilon^b=\varepsilon^c$ follows from the unit product. Also $\mathbf T_i^2=\mathbf S_i^2$, so the $\mathbf T_i$ are spin-$S$ operators. At $K=-2J$,

$$\begin{aligned}
H&=\sum_{\langle ij\rangle_\gamma}J(S_i^\alpha S_j^\alpha+S_i^\beta S_j^\beta-S_i^\gamma S_j^\gamma)\\
&=-J\sum_{\langle ij\rangle}\mathbf T_i\cdot\mathbf T_j.
\end{aligned}$$

The sign of $J$ again selects a ferromagnet or an antiferromagnet. Néel order of $\mathbf T$ is zigzag order of $\mathbf S$, by the same bond signs.

The stripy eigenvalue can also be found directly in the original spins. Take the stripy state along $z$. On a $z$ bond,

$$h_z=\tfrac J2(S_i^+S_j^-+S_i^-S_j^+)-JS_i^zS_j^z.$$

The spins are parallel and fully polarized, so both flip terms vanish and the energy is $-JS^2$. On $x$ and $y$ bonds,

$$h_{x,y}=\mp\tfrac J2(S_i^+S_j^++S_i^-S_j^-)+JS_i^zS_j^z,$$

with the upper sign for $x$. The spins are antiparallel: one cannot be raised and the other cannot be lowered. Both flip terms vanish again, leaving $-JS^2$.

For $S=1/2$, the lower bound also needs no site labels. On a $\gamma$ bond put $u=\sigma_i^\alpha\sigma_j^\alpha$ and $v=\sigma_i^\beta\sigma_j^\beta$. These commute, have eigenvalues $\pm1$, and satisfy $uv=-\sigma_i^\gamma\sigma_j^\gamma$. Thus

$$h_\gamma=\tfrac J4(u+v+uv).$$

Its value is $3J/4$ for $u=v=1$ and $-J/4$ otherwise. For $J>0$, the stripy state has the smallest value on every bond, so it is a ground state.

## Energies, excitations and departures from the special points

For collinear product states along $z$, adding half the energy of a site's three bonds gives the energy per site divided by $S^2$:

- ferromagnet: $(3J+K)/2$; Néel: $-(3J+K)/2$;
- stripy: $(K-J)/2$; zigzag: $(J-K)/2$.

Replacing $(J,K)$ by $(-J,K+2J)$ exchanges ferromagnet with stripy and Néel with zigzag.

Take $S=1/2$ and the round model parameters $J=4$ meV, $K=-8$ meV. The four values, in the order listed, are $2$, $-2$, $-6$ and $6$ meV. The stripy energy per site is $-6/4=-1.5$ meV. Full diagonalization of a periodic cluster of $2\times2$ cells, with eight sites, gives the same ground energy and nine ground states, as $2NS+1=9$ requires. For $\mathbf n\parallel[111]$, unlike moments have scalar product $-1/3$ and make an angle of $109.5^\circ$.

**Magnons.** Lower the projection of one rotated spin in $|F\rangle$ by one unit; for $S=1/2$ this flips the spin. Each of its three bonds costs $JS$, and the lowered unit hops to each neighbour with amplitude $-JS$. For a Bloch wave, the two sublattices give

$$\begin{pmatrix}3JS&-JSf\\-JSf^*&3JS\end{pmatrix},\qquad
f=1+e^{-ik_1}+e^{-ik_2},$$

where $k_i=\mathbf k\cdot\mathbf a_i$ in the rotated frame. Hence

$$\omega_\pm=JS(3\pm|f|).$$

At small $k$, expanding the cosines in $|f|^2$ gives $|f|\simeq3-(k_1^2+k_2^2-k_1k_2)/3$. The lower branch is therefore quadratic:

$$\omega_-\simeq\frac{JS}{3}(k_1^2+k_2^2-k_1k_2).$$

On a $4\times2$-cell torus, the lowest nonzero energy has $k_1=\pi/2$, $k_2=0$ and $|f|=\sqrt5$. It is $2(3-\sqrt5)=1.528$ meV. The highest is $2(3+3)=12$ meV, at $k=0$.

**Off the stripy point.** Let $\delta=K+2J$. In rotated spins, the additional term on an $x$ or $y$ bond flips both spins of $|F\rangle$ with amplitude $\pm\delta/4$ for $S=1/2$. There are $N$ such bonds, leading to different states, so the energy variance per site is $\delta^2/16$. The stripy product is then no longer an eigenstate.

For $K=-7$ meV, $\delta=1$ meV and the variance is $0.0625$ meV² per site. The product energy is $(-7-4)/8=-1.375$ meV per site. Diagonalization of the eight-site cluster gives $-1.391$ meV, lower by about $0.016$ meV.

**At the zigzag point.** Take $J=-4$ meV, $K=8$ meV. In rotated spins, each Néel bond is flipped with amplitude $|J|/2$. With $3N/2$ bonds, the variance per site is $3J^2/8=6$ meV². The product energy is $-1.5$ meV per site, whereas a Lanczos calculation on the 16-site $4\times2$ torus gives $-2.280$ meV. The Heisenberg antiferromagnet with $J=4$ meV gives the same value.

The squared order parameter $\langle(\sum_i s_iS_i^z)^2\rangle/N^2$, where $s_i$ is the relevant sign pattern, is $0.0835$ for both zigzag and Néel order. This finite-cluster value is not a thermodynamic ordered moment. The duality guarantees that zigzag order is present if the Heisenberg antiferromagnet has Néel order; it does not prove that order.

At the zigzag point, the mean $\langle S_i^zS_j^z\rangle$ on $x,y,z$ bonds is $0.111$, $0.134$ and $-0.134$. In the Heisenberg model all three signs are negative, with the same magnitudes. The Heisenberg couplings do not distinguish bond types, so the unequal magnitudes there reflect the shape of the $4\times2$ torus.

## What each derivation assumes

The first derivation assumes a consistent set of Klein labels. It then gives an operator identity for every $J$, $K$ and $S$, including points with no hidden rotational symmetry. The second assumes $J\ne0$ and a conserved sum of single-spin components. It explains why $K=-2J$ is selected. The conservation condition says nothing about other $K$, but the operators $\mathbf T_i$ it produces carry the same signs as the rotated spins. Since $S_i^\gamma S_j^\gamma=T_i^\gamma T_j^\gamma$ on a $\gamma$ bond while the other two products change sign, each bond becomes $-J\,\mathbf T_i\cdot\mathbf T_j+(K+2J)T_i^\gamma T_j^\gamma$ for every $K$, which is the same map.

Periodic boundaries restrict both routes: the labels and the operators $\mathbf T_i$ need all three sign patterns to close, whereas the direct bond argument needs only one. The translation $\mathbf a_1$ crosses a $z$ and an $x$ bond and multiplies labels by $y$; $\mathbf a_2$ crosses a $z$ and a $y$ bond and multiplies them by $x$. An $L_1\times L_2$ torus therefore admits the full labelling only if both lengths are even.

On a $3\times2$ torus, Lanczos gives $-2.210$ meV per site at the zigzag point but $-2.310$ meV for the Heisenberg antiferromagnet. The duality fails there. Yet $\varepsilon^y$ is unchanged by $\mathbf a_1$ and reversed by $\mathbf a_2$, so this one sign pattern still closes. For $J>0$, the direct bond argument then keeps the $y$-polarized stripy state as an exact ground state, although the full hidden symmetry is lost.

Both derivations also depend on the form of the interactions. A uniform magnetic field becomes a site-dependent field in rotated spins, with four directions in general and two if it lies along the $x$, $y$ or $z$ spin axis. A symmetric off-diagonal exchange $S_i^\alpha S_j^\beta+S_i^\beta S_j^\alpha$ changes sign on $(e,\gamma)$ bonds but not on $(\alpha,\beta)$ bonds. Such terms take the rotated Hamiltonian outside the uniform two-parameter model, and the exact stripy result cannot be carried over without a new argument.
